# Leading monopole correction for a doubly charged defect in a cubic supercell: verification in Python

```python
"""
Result under test: the leading (monopole) finite-size correction for a
charge q in a periodic cubic cell of side L, filled with a medium of relative
permittivity eps and a neutralizing uniform background, is
    correction = + alpha q^2 / (2 eps L)      (Hartree atomic units),
to be added to the periodic energy. alpha is the simple cubic constant.
sigma is the standard deviation of a Gaussian model charge.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

BOHR_IN_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10
HARTREE_IN_EV = constants.physical_constants["Hartree energy in eV"][0]


def neutral_cube_parts(cutoff=10, order=12):
    """Background integral, neighbour sum and nearest-six part, unit cube."""
    nodes, weights = np.polynomial.legendre.leggauss(order)
    # Home cube: six pyramids with apex at the charge remove the singularity.
    fine, fine_w = np.polynomial.legendre.leggauss(40)
    u, v = np.meshgrid(fine, fine, indexing="ij")
    home = 0.75 * np.sum(np.outer(fine_w, fine_w) / np.sqrt(1 + u**2 + v**2))
    # Other cubes: point charge minus quadrature over its own background.
    x, y, z = np.meshgrid(nodes / 2, nodes / 2, nodes / 2, indexing="ij")
    w = np.einsum("i,j,k->ijk", weights, weights, weights) / 8
    neighbours = 0.0
    nearest_six = 0.0
    span = range(-cutoff, cutoff + 1)
    for a, b, c in itertools.product(span, repeat=3):
        r2 = a * a + b * b + c * c
        if r2 == 0 or r2 > cutoff**2:
            continue
        cube = np.sum(w / np.sqrt((x + a)**2 + (y + b)**2 + (z + c)**2))
        term = 1 / np.sqrt(r2) - cube
        neighbours += term
        if r2 == 1:
            nearest_six += term
    return home, neighbours, nearest_six


def periodic_gaussian_energy(q, L, eps, sigma):
    """Energy per cell from the reciprocal-space sum without G = 0."""
    step = 2 * np.pi / L
    n_max = int(np.ceil(6.5 / (sigma * step)))
    n2 = np.arange(-n_max, n_max + 1)**2
    g2 = step**2 * (n2[:, None, None] + n2[None, :, None] + n2[None, None, :])
    g2 = g2[g2 > 0]
    return 2 * np.pi * q**2 / (eps * L**3) * np.sum(np.exp(-sigma**2 * g2) / g2)


def isolated_gaussian_energy(q, eps, sigma):
    return q**2 / (2 * eps * sigma * np.sqrt(np.pi))


# Test 1: the cubic constant by two unrelated routes.
home, neighbours, nearest_six = neutral_cube_parts()
mean_potential = np.pi / 6
alpha = home - neighbours + mean_potential


def alpha_at_width(sigma):
    return 2 * (isolated_gaussian_energy(1, 1, sigma)
                - periodic_gaussian_energy(1, 1, 1, sigma))


narrow, wide = alpha_at_width(0.05), alpha_at_width(0.10)
alpha_reciprocal = (4 * narrow - wide) / 3   # extrapolation in sigma^2
# The direct lattice sum is cut at a finite radius, hence 1e-4.
assert abs(alpha - alpha_reciprocal) < 1e-4

# Test 2: a linear medium divides the energy at fixed D by eps once.
charge, length_angstrom, eps = 2, 15.0, 20.0
chi = (eps - 1) / (4 * np.pi)
D = 0.3


def energy_density(P):
    return (D - 4 * np.pi * P)**2 / (8 * np.pi) + P**2 / (2 * chi)


relaxed = minimize_scalar(energy_density).fun
screening_ratio = energy_density(0.0) / relaxed
assert abs(screening_ratio - eps) < 1e-5 * eps


def monopole_correction(q, L, permittivity):
    return alpha * q**2 / (2 * permittivity * L)


L = length_angstrom / BOHR_IN_ANGSTROM
correction = monopole_correction(charge, L, eps)
correction_eV = correction * HARTREE_IN_EV
assert round(correction_eV, 2) == 0.27

# Test 3: explicit periodic and isolated energies of a Gaussian charge.
sigma = 2.0
rows = []
for side in (10.0, 15.0, 20.0, 30.0):
    side_bohr = side / BOHR_IN_ANGSTROM
    raw = (periodic_gaussian_energy(charge, side_bohr, eps, sigma)
           - isolated_gaussian_energy(charge, eps, sigma))
    added = monopole_correction(charge, side_bohr, eps)
    left = raw + added
    predicted = 2 * np.pi * charge**2 * sigma**2 / (eps * side_bohr**3)
    # 1e-6 hartree covers the cut-off error carried by alpha.
    assert abs(left - predicted) < 1e-6
    assert raw < 0 and abs(left) < abs(raw)
    rows.append((side, raw, added, left))

print(f"Charge q: {charge} e")
print(f"Cell side L: {length_angstrom:.1f} angstrom")
print(f"Cell side L: {L:.4f} bohr")
print(f"Relative permittivity: {eps:.1f} (no unit)")
print(f"Bohr radius: {BOHR_IN_ANGSTROM:.6f} angstrom")
print(f"Hartree energy: {HARTREE_IN_EV:.5f} eV")
print(f"Home background integral B: {home:.5f} (no unit)")
print(f"Nearest six cubes, part of S: {nearest_six:.5f} (no unit)")
print(f"All other cubes, sum S: {neighbours:.5f} (no unit)")
print(f"Mean potential term pi/6: {mean_potential:.5f} (no unit)")
print(f"alpha from neutral cubes: {alpha:.4f} (no unit)")
print(f"alpha from reciprocal sums: {alpha_reciprocal:.4f} (no unit)")
print(f"Energy ratio, unscreened/relaxed: {screening_ratio:.4f} (no unit)")
print(f"Monopole correction: {correction:.6f} hartree")
print(f"Monopole correction: {correction_eV:.4f} eV")
one = monopole_correction(1, L, eps) * HARTREE_IN_EV
bare = monopole_correction(charge, L, 1.0) * HARTREE_IN_EV
print(f"Same cell, charge 1: {one:.4f} eV")
print(f"Same cell, charge 2, permittivity 1: {bare:.3f} eV")
print(f"Gaussian standard deviation: {sigma:.1f} bohr")
print("Gaussian charge 2, permittivity 20, energies in eV:")
for side, raw, added, left in rows:
    a, b, c = (value * HARTREE_IN_EV for value in (raw, added, left))
    print(f"L = {side:.0f} angstrom: error before {a:.4f}, "
          f"correction {b:.4f}, error after {c:.4f}")
print("PASS")
```

Running it gives:

```
Charge q: 2 e
Cell side L: 15.0 angstrom
Cell side L: 28.3459 bohr
Relative permittivity: 20.0 (no unit)
Bohr radius: 0.529177 angstrom
Hartree energy: 27.21139 eV
Home background integral B: 2.38008 (no unit)
Nearest six cubes, part of S: 0.07445 (no unit)
All other cubes, sum S: 0.06638 (no unit)
Mean potential term pi/6: 0.52360 (no unit)
alpha from neutral cubes: 2.8373 (no unit)
alpha from reciprocal sums: 2.8373 (no unit)
Energy ratio, unscreened/relaxed: 20.0000 (no unit)
Monopole correction: 0.010010 hartree
Monopole correction: 0.2724 eV
Same cell, charge 1: 0.0681 eV
Same cell, charge 2, permittivity 1: 5.447 eV
Gaussian standard deviation: 2.0 bohr
Gaussian charge 2, permittivity 20, energies in eV:
L = 10 angstrom: error before -0.3883, correction 0.4086, error after 0.0203
L = 15 angstrom: error before -0.2664, correction 0.2724, error after 0.0060
L = 20 angstrom: error before -0.2017, correction 0.2043, error after 0.0025
L = 30 angstrom: error before -0.1354, correction 0.1362, error after 0.0008
PASS
```
